# Unfolding weights and the broadened band of a disordered s-orbital supercell, part 2

A supercell calculation for an amorphous oxide returns a dense list of conduction levels. May a band dispersion and an effective mass be quoted for them, and which number is the broadening: the weight missing from the largest contribution, the root-mean-square (rms) energy spread, or the width of the spectral line?

The supercell contains $N$ cells of a reference lattice and has $N$ channels, labelled by $\mathbf k$. For one orthonormal s orbital $|\mathbf R\rangle$ per reference site, eigenstate $\psi_m$ of the single-particle Hamiltonian $H$, with energy $E_m$, has weight $W_m(\mathbf k)$ in channel $\mathbf k$:
$$|\mathbf k\rangle=\frac1{\sqrt N}\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}|\mathbf R\rangle,\qquad W_m(\mathbf k)=|\langle\mathbf k|\psi_m\rangle|^2 .$$
With $H_{\mathbf k'\mathbf k}=\langle\mathbf k'|H|\mathbf k\rangle$, the spectral function $A(\mathbf k,E)=\sum_mW_m(\mathbf k)\delta(E-E_m)$ has centroid $H_{\mathbf k\mathbf k}$ and rms width $w_{\mathbf k}$, where
$$w_{\mathbf k}^2=\sum_{\mathbf k'}|H_{\mathbf k'\mathbf k}|^2-H_{\mathbf k\mathbf k}^2=\sum_{\mathbf k'\ne\mathbf k}|H_{\mathbf k'\mathbf k}|^2 .$$

Let $|v\rangle=\sum_{\mathbf k'\ne\mathbf k}H_{\mathbf k'\mathbf k}|\mathbf k'\rangle$, and let $\bar H$ be $H$ restricted to the other $N-1$ channels. For $\mathrm{Im}\,z>0$, $G_{\mathbf k\mathbf k}(z)=\langle\mathbf k|(z-H)^{-1}|\mathbf k\rangle$ obeys
$$G_{\mathbf k\mathbf k}(z)=\frac1{z-H_{\mathbf k\mathbf k}-\Sigma_{\mathbf k}(z)},\qquad \Sigma_{\mathbf k}(z)=\langle v|(z-\bar H)^{-1}|v\rangle ,$$
and $A(\mathbf k,E)=-\mathrm{Im}\,G_{\mathbf k\mathbf k}(E+i0)/\pi$. At $z=E+i\eta$ the same expression gives $A$ smoothed by a Lorentzian of full width $2\eta$. These results for $A$ are part (ii) of the theorem, already proved for any strength of disorder.

Part (iii), still to be proved, states: For weak, uncorrelated site disorder of standard deviation $\sigma$, the full width at half maximum in a large cell is, to leading order, $2\pi\sigma^2\rho(E_{\mathbf k})$. Here $E_{\mathbf k}$ is the ordered band and $\rho$ its density of states per site and spin.

Energies are in eV and lengths in Å. The numerical output at the end also covers an earlier example, a chain of 12 Gaussian wells with disordered depths and positions. There "norm" is a channel's weight summed over the s-band window, and $S(\mathbf k)$ is the factor that corrects orbital weights for overlap.

### Remark: rms width and line width

Let $|\alpha\rangle$ be the eigenstates of $\bar H$, with energies $e_\alpha$. Then
$$\Sigma_{\mathbf k}(z)=\sum_\alpha\frac{|\langle\alpha|v\rangle|^2}{z-e_\alpha},\qquad
-\frac1\pi\int\mathrm{Im}\,\Sigma_{\mathbf k}(E+i0)\,dE=\langle v|v\rangle=w_{\mathbf k}^2 .$$
The variance is the coupling strength integrated over all energies. The line samples that strength near its own energy.

To see this, define the peak energy by $E^*=H_{\mathbf k\mathbf k}+\mathrm{Re}\,\Sigma_{\mathbf k}(E^*)$. Suppose that $\mathrm{Im}\,\Sigma_{\mathbf k}$ and the slope $s=d\,\mathrm{Re}\,\Sigma_{\mathbf k}/dE$ change little across the line, with $s<1$, and set $Z=1/(1-s)$. Then
$$G_{\mathbf k\mathbf k}^{-1}\simeq(E-E^*)(1-s)-i\,\mathrm{Im}\,\Sigma_{\mathbf k}=\frac{E-E^*+i\gamma_{\mathbf k}/2}{Z},\qquad \gamma_{\mathbf k}=-2Z\,\mathrm{Im}\,\Sigma_{\mathbf k},$$
$$A(\mathbf k,E)\simeq\frac Z\pi\,\frac{\gamma_{\mathbf k}/2}{(E-E^*)^2+\gamma_{\mathbf k}^2/4}.$$
This falls to half its maximum at $E^*\pm\gamma_{\mathbf k}/2$, so $\gamma_{\mathbf k}$ is the full width. In a finite cell $\Sigma_{\mathbf k}(E+i0)$ is a set of poles, so the smooth form requires a large cell or a finite $\eta$.

A mass read from the line uses $E^*$, which contains $\mathrm{Re}\,\Sigma_{\mathbf k}$. A mass read from the centroid uses $H_{\mathbf k\mathbf k}$, which does not.

### Lemma 5: site disorder

Take a simple cubic reference lattice with spacing $a$, hopping $-t$ between nearest neighbours with $t>0$, and site energies $\varepsilon_{\mathbf R}$ whose sample mean has been subtracted. Applying the hopping to $|\mathbf k\rangle$ multiplies it by $-t$ times the sum of $e^{i\mathbf k\cdot\mathbf d}$ over the six neighbour vectors $\mathbf d$, so the ordered band is
$$E_{\mathbf k}=-2t(\cos k_xa+\cos k_ya+\cos k_za).$$
The disorder adds the matrix elements
$$V_{\mathbf k'\mathbf k}=\frac1N\sum_{\mathbf R}\varepsilon_{\mathbf R}e^{i(\mathbf k-\mathbf k')\cdot\mathbf R},\qquad V_{\mathbf k\mathbf k}=0 .$$
Then $H_{\mathbf k\mathbf k}=E_{\mathbf k}$ and $w_{\mathbf k}^2=N^{-1}\sum_{\mathbf R}\varepsilon_{\mathbf R}^2$ in every channel.

*Proof.* The centroid follows from $V_{\mathbf k\mathbf k}=0$. By completeness, $\sum_{\mathbf k'\ne\mathbf k}|V_{\mathbf k'\mathbf k}|^2=\langle\mathbf k|V^2|\mathbf k\rangle$. Since $V^2$ is diagonal in the sites with entries $\varepsilon_{\mathbf R}^2$, and $|\langle\mathbf R|\mathbf k\rangle|^2=1/N$, the stated average results. $\square$

In this model the centroid keeps the ordered mass however strong the site disorder is, and the rms width has no $\mathbf k$ dependence. The centroid therefore cannot decide whether a band picture holds. An rms width small compared with the dispersion shows that most of the weight lies near the centroid, but a large one does not exclude a narrow line. Disorder in the hoppings also contributes to $H_{\mathbf k\mathbf k}$ and $H_{\mathbf k'\mathbf k}$; the general formulas of part (ii) then apply in place of this lemma.

### Proof of part (iii)

Let $\varepsilon_{\mathbf R}=x_{\mathbf R}-\bar x$, where the $x_{\mathbf R}$ are independent with mean zero and variance $\sigma^2$, and $\bar x$ is their sample mean. For $\mathbf k'\ne\mathbf k$ the constant $\bar x$ drops out of the Fourier sum. In the average of $|V_{\mathbf k'\mathbf k}|^2$ only equal sites survive:
$$\overline{|V_{\mathbf k'\mathbf k}|^2}=\frac1{N^2}\sum_{\mathbf R}\sigma^2=\frac{\sigma^2}N .$$
The self-energy already contains two factors of $V$ through $|v\rangle$ and $\langle v|$. At leading order $\bar H$ may therefore be replaced by its ordered part, which is diagonal with entries $E_{\mathbf k'}$:
$$\overline{\Sigma_{\mathbf k}(z)}\simeq\frac{\sigma^2}N\sum_{\mathbf k'\ne\mathbf k}\frac1{z-E_{\mathbf k'}} .$$
This is the leading term for small $\sigma$ at fixed $N$ and fixed $\eta>0$. For a distribution symmetric about zero the odd orders average to zero, so the next term is of fourth order.

Now let the cell grow at fixed $\eta$, and then let $\eta$ go to zero. The omitted single channel contributes a term of order $1/N$, and
$$\frac1N\sum_{\mathbf k'}\frac{\eta}{(E-E_{\mathbf k'})^2+\eta^2}\to\pi\rho(E),\qquad \mathrm{Im}\,\overline{\Sigma_{\mathbf k}}\to-\pi\sigma^2\rho(E).$$
The slope of the self-energy is itself of order $\sigma^2$ where $\rho$ is smooth, so $Z=1$ at this order. Evaluating at $E=E_{\mathbf k}$ gives $\gamma_{\mathbf k}=2\pi\sigma^2\rho(E_{\mathbf k})$. $\square$

The order of limits matters. If $\eta$ goes to zero first, a finite cell returns separate spikes and no line width.

### The bottom of the s band

Near $\mathbf k=0$, the zone centre $\Gamma$, expanding the cosines gives $E_{\mathbf k}-E_0\simeq t(ka)^2$. Put $\epsilon=E-E_0$, so that $ka=\sqrt{\epsilon/t}$. Counting states in a spherical shell gives, per site and spin,
$$\rho=\frac{a^3}{(2\pi)^3}\,4\pi k^2\frac{dk}{dE}=\frac1{2\pi^2}\,\frac{\epsilon}{t}\,\frac1{2\sqrt{t\epsilon}}=\frac{\sqrt\epsilon}{4\pi^2t^{3/2}} .$$
The leading-order line width therefore vanishes at the band bottom. With $\sqrt\epsilon=\sqrt t\,ka$ it is
$$\gamma_{\mathbf k}\simeq\frac{\sigma^2ka}{2\pi t},\qquad \frac{\gamma_{\mathbf k}}{E_{\mathbf k}-E_0}\simeq\frac{\sigma^2}{2\pi t^2\,ka}.$$
The width falls linearly with $k$ but the band energy falls quadratically. Their ratio reaches one at $ka=\sigma^2/(2\pi t^2)$, and closer to the bottom the weak-disorder picture is no longer self-consistent. A fitted mass should use wavevectors well above this value and still within the parabolic range. For $t=1$ eV and $\sigma=0.3$ eV it is $0.09/6.28\simeq0.014$, a small part of the zone.

### One sample, three measures

Take $7\times8\times9=504$ sites with these parameters and normally distributed site energies. One sample has standard deviation 0.2782 eV. This is 2.3 standard errors below 0.3 eV, with the standard error of a normal sample estimated as $0.3/\sqrt{2\times504}\simeq0.0094$ eV. The channel called middle has $\mathbf ka=(4\pi/7,\ \pi/2,\ 4\pi/9)$, close to the centre of the band in energy.

| channel | centroid (eV) | rms (eV) | largest weight |
|---|---|---|---|
| $\Gamma$ | −6.0000 | 0.2782 | 0.9936 |
| middle | 0.0977 | 0.2782 | 0.1277 |

The rms widths agree, as Lemma 5 requires, while the largest weights differ by a factor of nearly eight. At $\Gamma$ the leading state lacks a weight of 0.00639, yet that small remainder carries almost all the variance. To show this, let the leading state have weight $W$ and lie a distance $d$ from the centroid. The signed distances average to zero, so $Wd$ is balanced by the remaining states, and the Cauchy–Schwarz inequality gives
$$W|d|\le\sqrt{(1-W)\,w^2}=\sqrt{0.00639\times0.0774}\simeq0.022\ \text{eV}.$$
The leading state contributes at most about $0.0005$ eV² to a variance of $0.2782^2=0.0774$ eV². The remaining weight lies at an rms distance of about $\sqrt{0.0774/0.00639}\simeq3.5$ eV from the centroid. The rms width at $\Gamma$ describes a weak tail across the band, not the line.

### Lemma 6: the largest weight depends on cell size

For weak disorder in a fixed cell,
$$1-W_{\max}(\Gamma)\simeq\sum_{\mathbf k'\ne0}\frac{|V_{\mathbf k'0}|^2}{(E_{\mathbf k'}-E_0)^2},$$
and the disorder average of the right-hand side grows linearly with the edge of a cubic cell.

*Proof.* The level $E_0$ is non-degenerate. First-order perturbation theory gives the unnormalised state $|0\rangle+\sum_{\mathbf k'\ne0}V_{\mathbf k'0}(E_0-E_{\mathbf k'})^{-1}|\mathbf k'\rangle$. Dividing by its squared norm leaves the $\Gamma$ channel with the weight stated, to second order in $V$. For $L^3$ sites the channels are $\mathbf k'=2\pi\mathbf n/(La)$ with integer vectors $\mathbf n$. At small $\mathbf n$, $E_{\mathbf k'}-E_0\simeq t(2\pi/L)^2n^2$, and with $\overline{|V_{\mathbf k'0}|^2}=\sigma^2/L^3$ the sum becomes
$$\frac{\sigma^2}{L^3}\,\frac{L^4}{16\pi^4t^2}\sum_{\mathbf n\ne0}\frac1{n^4}=\frac{\sigma^2L}{16\pi^4t^2}\sum_{\mathbf n\ne0}\frac1{n^4}.$$
The sum converges in three dimensions, because the number of vectors in a shell grows as $n^2$. Corrections to the parabola are smaller by a relative factor of order $(n/L)^2$ and add a term that stays bounded as $L$ grows. $\square$

In the sample the lowest-order formula gives 0.00679 against the actual 0.00639, a difference of 6 % relative to the latter. For $L=16$, 32 and 64 the mean missing weight divided by $\sigma^2$ is 0.1809, 0.3511 and 0.6908 eV$^{-2}$. The increments are 0.1702 and 0.3397 eV$^{-2}$, and their ratio, 1.996, agrees with linear growth. A largest weight near one is thus a statement about one cell and not a bulk property. In a large enough cell the perturbation expansion itself fails.

In the middle of the band the largest weight has a further defect. Reversing the signs of the components of $\mathbf k$ gives eight channels with the same ordered energy, and even very weak disorder can mix them fully.

### The line width in the example

Averages over 120 samples at $\eta=0.5$ eV give the following self-energies. The middle entry is also averaged over four channels of equal ordered energy, obtained by reversing the signs of $k_y$ and $k_z$.

| channel | Im, computed (eV) | Im, leading order (eV) |
|---|---|---|
| $\Gamma$ | −0.00360 | −0.00347 |
| middle | −0.03707 | −0.03844 |

The standard errors of the computed values are 0.00006 and 0.00025 eV. In the middle of the band the leading-order value is larger in magnitude by about 4 % relative to itself. That is more than five standard errors, so terms beyond leading order are visible. At $\Gamma$ the computed value is larger in magnitude, again by about 4 %. With 120 samples this is only about two standard errors, but it is of the size of the fourth-order term.

For the middle channel $\rho=0.1427$ eV$^{-1}$ per site and spin, and the large-cell formula gives
$$\gamma=2\pi\times0.09\times0.1427\simeq0.081\ \text{eV}.$$
The computed $-2\,\mathrm{Im}\,\Sigma$ is 0.074 eV, about 8 % lower relative to the formula. The leading-order sum for the same cell and resolution gives 0.077 eV, so about half of the difference is already present at leading order, and most of the rest comes from higher orders. The leading-order part is itself a partial cancellation: the resolution $\eta=0.5$ eV alone lowers the infinite-lattice value to 0.072 eV, and the small cell raises it again to 0.077 eV.

At $\Gamma$, $-2\,\mathrm{Im}\,\Sigma=0.0072$ eV is mainly an effect of resolution. In a large cell the parabolic density of states gives
$$-\mathrm{Im}\,\Sigma\simeq\frac{\sigma^2}{4\pi^2t^{3/2}}\int_0^\infty\frac{\sqrt\epsilon\,\eta}{\epsilon^2+\eta^2}\,d\epsilon=\frac{\sigma^2\sqrt\eta}{4\pi^2t^{3/2}}\,\frac{\pi}{\sqrt2}.$$
The last factor follows from $\epsilon=\eta s^2$, which turns the integral into $2\sqrt\eta\,J$ with $J=\int_0^\infty s^2\,ds/(1+s^4)$. Replacing $s$ by $1/s$ shows that $J=\int_0^\infty ds/(1+s^4)$ as well. Half the sum of the two forms, with $u=s-1/s$, is $J=\tfrac12\int_{-\infty}^{\infty}du/(u^2+2)=\pi/(2\sqrt2)$. The estimate is 0.0036 eV, the size found in the table. At $\eta=0.5$ eV about a third of the integral comes from $\epsilon>4t$, where the parabola no longer describes the band, so only the order of magnitude is significant. As $\eta\to0$ the estimate vanishes as $\sqrt\eta$.

A resolution of 0.5 eV is coarse, but a cell this small limits how far $\eta$ can be reduced. It has $504\times0.1427\simeq72$ levels per eV near mid-band. Without disorder, symmetry groups them into shells of equal energy. The 216 levels with $|E|<1.5$ eV form 38 shells, on average about 0.08 eV apart, which is comparable with the line width of 0.081 eV. With $\eta$ that small, the self-energy would rest on only a few shells and need not represent a large cell. With a constant self-energy the plotted line has full width $2\eta+\gamma$, here about 1.07 eV, so the intrinsic part must be taken from $\Sigma$ and not from the plot.

For the decision posed at the start, the dispersion to quote is that of the peak $E^*$, and the broadening is $\gamma_{\mathbf k}$. Both should be followed as the cell grows at fixed $\eta$, and then as $\eta$ is reduced. A mass is justified only where $\gamma_{\mathbf k}$ is small compared with the rise of $E^*$ above its own value at the band minimum. The ordered band bottom is not the right reference, because disorder shifts the peak there as well. This rule has been shown here for one orthonormal orbital per site of a fixed reference lattice, and the width formula only for uncorrelated site disorder. An amorphous oxide has no unique reference lattice, and it also has disorder in the hoppings and spatially correlated potentials. There the result depends on the chosen reference and band window, and $2\pi\sigma^2\rho$ is a guide to the trend rather than a prediction. The remaining computed values are in the numerical output.

## Calculated quantities

```
hbar^2/(2 m_e) = 3.8100 eV A^2
chain: a = 3.0 A, cells = 12, waves per channel = 16
well depth = 15.0 eV, Gaussian width = 0.5 A
depth spread = +-10 %, shift = +-0.2 A
supercell wavevector K = 0.05236 1/A
largest |sum of weights - 1| = 1.8e-15
largest plane-wave/real-space difference = 3.3e-15
ordered s-band range in channels = -7.816 to -6.235 eV
disordered gap above s window = 7.131 eV
state 0, E = -8.346 eV, top channels 0: 0.2584, 11: 0.2252, 1: 0.1612
state 5, E = -7.339 eV, top channels 9: 0.2872, 3: 0.1489, 2: 0.1469
channel: k (1/A), norm, ordered E, centroid, rms (eV)
  0: 0.0524, 0.99862, -7.816, -7.879, 0.608
  2: 0.4014, 0.99900, -7.413, -7.478, 0.592
  4: 0.7505, 1.00098, -6.612, -6.679, 0.584
  6: 1.0996, 1.00241, -6.235, -6.302, 0.588
norm deviation ratio on doubling disorder = 3.996
orbital width = 1.2 A, neighbour overlap = 0.2096
orbital weights: sum with S(k) = 1.000000, without = 1.0450
3D cell = (7, 8, 9), N = 504, t = 1.0 eV, sigma = 0.3 eV
one sample: std of site energies = 0.2782 eV
channel: centroid, rms (eV), largest weight, effective states
  Gamma: -6.0000, 0.2782, 0.9936, 1.01
  middle: 0.0977, 0.2782, 0.1277, 17.99
missing Gamma weight = 0.00639, lowest order = 0.00679
mean missing weight/sigma^2, L = 16: 0.1809 1/eV^2
mean missing weight/sigma^2, L = 32: 0.3511 1/eV^2
mean missing weight/sigma^2, L = 64: 0.6908 1/eV^2
ratio of successive increments = 1.996
samples = 120, energy resolution eta = 0.5 eV
Gamma self-energy: Re = -0.01903, Im = -0.00360 eV
  weak-disorder: Re = -0.01887, Im = -0.00347 eV
  standard error of Im = 0.00006 eV
middle self-energy: Re = 0.00077, Im = -0.03707 eV
  weak-disorder: Re = 0.00083, Im = -0.03844 eV
  standard error of Im = 0.00025 eV
-2 Im self-energy: Gamma = 0.0072, middle = 0.0741 eV
density of states at middle = 0.1427 1/eV per site and spin
large-cell weak-disorder full width = 0.0807 eV
```
